**Gibbs adsorption, the concave envelope and its convex-hull dual**

At fixed temperature the surface free energy γ changes with the chemical potential μ of the adsorbing atom as dγ = −Γ dμ, where Γ is the surface excess. For a dilute gas the stable envelope min(f − Γμ) is concave and dual to the lower convex hull of the points (Γ, f), where f is the free energy of a phase at μ = 0. The program asserts the elimination of the bulk phases symbolically, and the adsorption equation numerically for a lattice fluid between walls. For a 12-site triangular cell it asserts that direct minimization and the hull give the same stable phases, transition potentials and hull heights, and that the coverage never falls. Exact sums at 600 K are used to assert the derivative formulas for coverage, entropy and fluctuations. The output shows stable coverages 0, 1/4, 1/2, 3/4 and 1, with transitions at −1.03, −0.55, −0.07 and 0.41 eV, and a √3×√3 order 10 meV per site above the hull. It also shows two limits of the theorem: the excess falls at a repelling wall when the gas is not negligible, and one species can be displaced when the chemical potential of another rises.

## Check in Python

```python
"""
Result under test: at fixed temperature T the surface free energy gamma obeys
d(gamma) = -s dT - Gamma d(mu).  For a dilute gas the stable envelope
gamma(mu) = min_i (f_i - Gamma_i mu) is concave, the coverage never falls with
mu, and the envelope is the Legendre dual of the lower convex hull of the
points (Gamma_i, f_i).
Symbols: mu = chemical potential per adsorbing atom X, Gamma = surface excess
of X, s = excess entropy, f = free energy of a phase at mu = 0.
In the lattice example all quantities are per adsorption site, relative to the
clean surface, and mu is measured from half the ground-state energy of X2.
"""
import itertools
import numpy as np
import sympy as sp
from scipy.constants import k as k_joule, e as charge
from scipy.special import logsumexp

k_B = k_joule / charge  # eV/K

# --- Elimination of the bulk phases by their Gibbs-Duhem relations ---
S, V, NM, NX, ss, vs, sg, vg = sp.symbols("S V N_M N_X s_s v_s s_g v_g", positive=True)
dT, dmu, dp, dmuM = sp.symbols("dT dmu dp dmuM")
bulk = sp.solve([-ss * dT + vs * dp - dmuM, -sg * dT + vg * dp - dmu],
                [dp, dmuM], dict=True)[0]
A_dgamma = sp.expand((-S * dT + V * dp - NM * dmuM - NX * dmu).subs(bulk))
N_gas = (V - NM * vs) / vg
assert sp.simplify(A_dgamma.coeff(dmu) + NX - N_gas) == 0
assert sp.simplify(A_dgamma.coeff(dT) + S - NM * ss - N_gas * sg) == 0


# --- Lattice fluid between two equal walls; energies in units of kT ---
def wall_fluid(mu, wall_energy, length=40, attraction=1.0):
    """Return the excess free energy and excess atom number of both walls."""
    n = np.array([0.0, 1.0])
    transfer = np.exp(mu * (n[:, None] + n[None, :]) / 2
                      + attraction * np.outer(n, n))
    eigenvalues, vectors = np.linalg.eigh(transfer)
    largest = eigenvalues[-1]
    bulk_density = vectors[1, -1] ** 2
    end = np.exp((mu / 2 - wall_energy) * n)
    partial = [end]
    for _ in range(length - 1):
        partial.append(transfer @ partial[-1] / largest)
    partial = np.array(partial)
    norm = end @ partial[-1]
    profile = partial[:, 1] * partial[::-1, 1] / norm
    return -np.log(norm) + np.log(largest), np.sum(profile - bulk_density)


step = 1e-4
for wall_energy in (3.0, -2.0):
    for mu in (-5.0, -4.0, -3.0, -2.0):
        slope = (wall_fluid(mu + step, wall_energy)[0]
                 - wall_fluid(mu - step, wall_energy)[0]) / (2 * step)
        assert abs(slope + wall_fluid(mu, wall_energy)[1]) < 1e-6
        assert np.allclose(wall_fluid(mu, wall_energy, 40),
                           wall_fluid(mu, wall_energy, 60), atol=1e-9)

# Two surface terminations: a repelling one, and an attracting one that costs energy.
cost = 0.3
wall_mu = np.linspace(-6.0, -2.5, 701)
repelling = np.array([wall_fluid(m, 3.0) for m in wall_mu])
attracting = np.array([wall_fluid(m, -2.0) for m in wall_mu])
use_attracting = attracting[:, 0] + cost < repelling[:, 0]
stable_excess = np.where(use_attracting, attracting[:, 1], repelling[:, 1])
switches = np.flatnonzero(np.diff(use_attracting.astype(int)))
assert len(switches) == 1
last = switches[0]
assert np.all(np.diff(stable_excess[:last + 1]) < 0)
assert stable_excess[last + 1] > stable_excess[last]

# --- Two competing species on a ring of six sites; energies in units of kT ---
ring = np.array(list(itertools.product((0, 1, 2), repeat=6)))
filled = (ring > 0).astype(float)
ring_energy = 0.5 * np.sum(filled * np.roll(filled, 1, axis=1), axis=1)
numbers = np.stack([(ring == 1).sum(axis=1), (ring == 2).sum(axis=1)], axis=1)


def ring_coverage(mu_pair):
    log_weight = numbers @ mu_pair - ring_energy
    return np.exp(log_weight - logsumexp(log_weight)) @ numbers / 6


base_mu = np.array([0.3, -0.2])
response = np.column_stack([
    (ring_coverage(base_mu + step * unit) - ring_coverage(base_mu - step * unit))
    / (2 * step) for unit in np.eye(2)])
assert abs(response[0, 1] - response[1, 0]) < 1e-7
assert np.all(np.linalg.eigvalsh((response + response.T) / 2) > 0)
assert response[0, 1] < 0

# --- Triangular lattice, periodic cell of 12 sites, all occupations ---
binding = -1.0                              # eV per atom
pair_energy = np.array([0.20, 0.04, -0.01])  # eV, neighbour shells 1, 2, 3
spacing = 2.7                               # angstrom
temperature = 600.0                         # K
site_area = np.sqrt(3) / 2 * spacing ** 2


def same_site(a, b):
    di, dj = a[0] - b[0], a[1] - b[1]
    return (4 * di + 2 * dj) % 12 == 0 and (2 * dj - 2 * di) % 12 == 0


sites = []
for candidate in itertools.product(range(12), repeat=2):
    if not any(same_site(candidate, old) for old in sites):
        sites.append(candidate)
n_sites = len(sites)
assert n_sites == 12

neighbours = np.zeros((3, n_sites, n_sites))
for di, dj in itertools.product(range(-3, 4), repeat=2):
    distance_squared = di * di + di * dj + dj * dj
    if distance_squared in (1, 3, 4):
        shell = (1, 3, 4).index(distance_squared)
        for a, (i, j) in enumerate(sites):
            b = next(q for q in range(n_sites) if same_site((i + di, j + dj), sites[q]))
            neighbours[shell, a, b] += 1
assert np.all(neighbours.sum(axis=2) == 6)

occupation = np.array(list(itertools.product((0, 1), repeat=n_sites)), dtype=float)
atoms = occupation.sum(axis=1)
pairs = np.stack([0.5 * np.sum((occupation @ c) * occupation, axis=1)
                  for c in neighbours], axis=1)
energy = binding * atoms + pairs @ pair_energy   # eV per cell

ground = []
for count in range(n_sites + 1):
    members = np.flatnonzero(atoms == count)
    ground.append(members[np.argmin(energy[members])])
ground = np.array(ground)
coverage = np.arange(n_sites + 1) / n_sites
f_phase = energy[ground] / n_sites

# Lower convex hull from the points alone.
hull = []
for p in range(n_sites + 1):
    while len(hull) > 1:
        a, b = hull[-2], hull[-1]
        slope_ab = (f_phase[b] - f_phase[a]) / (coverage[b] - coverage[a])
        slope_bp = (f_phase[p] - f_phase[b]) / (coverage[p] - coverage[b])
        if slope_bp > slope_ab + 1e-10:
            break
        hull.pop()
    hull.append(p)
hull = np.array(hull)
transitions = np.diff(f_phase[hull]) / np.diff(coverage[hull])
hull_value = np.interp(coverage, coverage[hull], f_phase[hull])

# Envelope by direct minimization at each mu, without use of the hull.
mu_step = 1e-4
mu_grid = np.arange(-20000, 20000) * mu_step + 0.37 * mu_step
branches = f_phase[None, :] - mu_grid[:, None] * coverage[None, :]
stable = np.argmin(branches, axis=1)
envelope = branches.min(axis=1)
assert np.all(np.diff(stable) >= 0)
assert np.max(np.diff(envelope, 2)) < 1e-12
assert set(stable) == set(hull)
jumps = np.flatnonzero(np.diff(stable))
assert len(jumps) == len(transitions)
assert np.max(np.abs(mu_grid[jumps] + mu_step / 2 - transitions)) < mu_step
# The grid can miss the exact kink, which limits the agreement to about mu_step.
dual = np.max(envelope[:, None] + mu_grid[:, None] * coverage[None, :], axis=0)
assert np.max(np.abs(dual - hull_value)) < mu_step

# The root-three order, built from its own sublattice.
root3 = np.array([float((i - j) % 3 == 0) for i, j in sites])
root3_index = np.flatnonzero(np.all(occupation == root3, axis=1))[0]
root3_f = energy[root3_index] / n_sites
root3_height = root3_f - np.interp(1 / 3, coverage[hull], f_phase[hull])
root3_gap = np.min(root3_f - mu_grid / 3 - envelope)
assert root3_height > 0
assert abs(root3_gap - root3_height) < mu_step


# --- Exact grand-canonical sums at finite temperature ---
def surface_free_energy(mu, T):
    return -k_B * T * logsumexp((mu * atoms - energy) / (k_B * T)) / n_sites


def averages(mu, T):
    """Coverage, atom-number variance per site, entropy per site in units of k."""
    log_weight = (mu * atoms - energy) / (k_B * T)
    log_prob = log_weight - logsumexp(log_weight)
    prob = np.exp(log_prob)
    mean = prob @ atoms
    return (mean / n_sites, prob @ (atoms - mean) ** 2 / n_sites,
            -np.sum(prob * log_prob) / n_sites)


sample_mu = np.array([-1.2, -1.03, -0.8, -0.55, -0.3, -0.07])
table = []
for mu in sample_mu:
    theta, variance, entropy = averages(mu, temperature)
    slope_mu = (surface_free_energy(mu + step, temperature)
                - surface_free_energy(mu - step, temperature)) / (2 * step)
    slope_T = (surface_free_energy(mu, temperature + 0.1)
               - surface_free_energy(mu, temperature - 0.1)) / 0.2
    growth = (averages(mu + step, temperature)[0]
              - averages(mu - step, temperature)[0]) / (2 * step)
    assert abs(theta + slope_mu) < 1e-5
    assert abs(entropy + slope_T / k_B) < 1e-4
    assert abs(growth - variance / (k_B * temperature)) < 1e-3
    table.append((mu, theta, growth, entropy, surface_free_energy(mu, temperature)))

# --- Output ---
print(f"binding energy {binding:.2f} eV; pair energies (shells 1,2,3) "
      + ", ".join(f"{v:.2f}" for v in pair_energy) + " eV")
print(f"site spacing {spacing:.2f} angstrom; area per site {site_area:.3f} angstrom^2")
print(f"temperature {temperature:.0f} K; kT = {k_B * temperature:.5f} eV")
print(f"occupations enumerated: {len(atoms)}")
print("lowest state for each atom number N in the 12-site cell:")
print("N, coverage, pairs in shells 1/2/3, f (eV/site), height above hull (meV/site)")
for q in range(n_sites + 1):
    n1, n2, n3 = pairs[ground[q]]
    height = 1000 * abs(f_phase[q] - hull_value[q])
    mark = "vertex" if q in hull else ""
    print(f"{q:2d} {coverage[q]:.4f} {n1:3.0f}/{n2:3.0f}/{n3:3.0f} "
          f"{f_phase[q]:9.5f} {height:7.3f} {mark}")
print("transitions (coverage from -> to, mu in eV):")
for a, b, mu in zip(hull[:-1], hull[1:], transitions):
    print(f"  {coverage[a]:.4f} -> {coverage[b]:.4f} at mu = {mu:.4f} eV")
print("stability windows (coverage, width in eV, decades of X2 pressure at 600 K):")
for q, width in zip(hull[1:-1], np.diff(transitions)):
    decades = 2 * width / (k_B * temperature * np.log(10))
    print(f"  {coverage[q]:.4f}  {width:.4f} eV  {decades:.2f} decades")
print(f"root-three order: f = {root3_f:.5f} eV/site, "
      f"height above hull = {1000 * root3_height:.3f} meV/site")
print(f"root-three order: smallest gap to envelope on grid = "
      f"{1000 * root3_gap:.3f} meV/site")
mu_example = -0.3
value = np.min(f_phase - mu_example * coverage)
print(f"zero-temperature envelope at mu = {mu_example:.2f} eV: {value:.5f} eV/site "
      f"= {1000 * value / site_area:.3f} meV/angstrom^2")
print("600 K: mu (eV), coverage, d(coverage)/d(mu) (1/eV), entropy (k/site), "
      "gamma - gamma_clean (eV/site)")
for row in table:
    print("  {:.2f}  {:.5f}  {:.5f}  {:.5f}  {:.5f}".format(*row))
gas_atoms = 2 * 1e5 / (k_joule * temperature) * 1e-30 * site_area * 3.0
print(f"X atoms of gas in a 3 angstrom layer at 1 bar, 600 K: {gas_atoms:.2e} per site")
print("wall fluid (energies in kT): attraction 1, wall energies +3 and -2, cost 0.3")
print(f"  excess of both walls at mu = {wall_mu[0]:.2f} kT: {stable_excess[0]:.5f} atoms")
print(f"  surface changes near mu = {(wall_mu[last] + wall_mu[last + 1]) / 2:.3f} kT: "
      f"excess {stable_excess[last]:.5f} -> {stable_excess[last + 1]:.5f} atoms")
print("two-species ring at mu_A = 0.3 kT, mu_B = -0.2 kT, repulsion 0.5 kT:")
print(f"  responses per site (1/kT): AA {response[0, 0]:.5f}, "
      f"BB {response[1, 1]:.5f}, AB {response[0, 1]:.5f}")
print("no test failed")
```

Output:

```
binding energy -1.00 eV; pair energies (shells 1,2,3) 0.20, 0.04, -0.01 eV
site spacing 2.70 angstrom; area per site 6.313 angstrom^2
temperature 600 K; kT = 0.05170 eV
occupations enumerated: 4096
lowest state for each atom number N in the 12-site cell:
N, coverage, pairs in shells 1/2/3, f (eV/site), height above hull (meV/site)
 0 0.0000   0/  0/  0   0.00000   0.000 vertex
 1 0.0833   0/  0/  0  -0.08333   2.500 
 2 0.1667   0/  0/  3  -0.16917   2.500 
 3 0.2500   0/  0/  9  -0.25750   0.000 vertex
 4 0.3333   2/  2/  9  -0.30083   2.500 
 5 0.4167   4/  4/ 12  -0.34667   2.500 
 6 0.5000   6/  6/ 18  -0.39500   0.000 vertex
 7 0.5833  10/ 10/ 18  -0.39833   2.500 
 8 0.6667  14/ 14/ 21  -0.40417   2.500 
 9 0.7500  18/ 18/ 27  -0.41250   0.000 vertex
10 0.8333  24/ 24/ 27  -0.37583   2.500 
11 0.9167  30/ 30/ 30  -0.34167   2.500 
12 1.0000  36/ 36/ 36  -0.31000   0.000 vertex
transitions (coverage from -> to, mu in eV):
  0.0000 -> 0.2500 at mu = -1.0300 eV
  0.2500 -> 0.5000 at mu = -0.5500 eV
  0.5000 -> 0.7500 at mu = -0.0700 eV
  0.7500 -> 1.0000 at mu = 0.4100 eV
stability windows (coverage, width in eV, decades of X2 pressure at 600 K):
  0.2500  0.4800 eV  8.06 decades
  0.5000  0.4800 eV  8.06 decades
  0.7500  0.4800 eV  8.06 decades
root-three order: f = -0.29333 eV/site, height above hull = 10.000 meV/site
root-three order: smallest gap to envelope on grid = 10.005 meV/site
zero-temperature envelope at mu = -0.30 eV: -0.24500 eV/site = -38.807 meV/angstrom^2
600 K: mu (eV), coverage, d(coverage)/d(mu) (1/eV), entropy (k/site), gamma - gamma_clean (eV/site)
  -1.20  0.01810  0.30466  0.08929  -0.00100
  -1.03  0.14756  1.11218  0.30422  -0.01291
  -0.80  0.25160  0.10339  0.16930  -0.06389
  -0.55  0.38071  0.98521  0.40675  -0.13741
  -0.30  0.50115  0.11637  0.21426  -0.25322
  -0.07  0.61929  0.98521  0.40675  -0.37741
X atoms of gas in a 3 angstrom layer at 1 bar, 600 K: 4.57e-04 per site
wall fluid (energies in kT): attraction 1, wall energies +3 and -2, cost 0.3
  excess of both walls at mu = -6.00 kT: -0.00476 atoms
  surface changes near mu = -3.848 kT: excess -0.04410 -> 0.24531 atoms
two-species ring at mu_A = 0.3 kT, mu_B = -0.2 kT, repulsion 0.5 kT:
  responses per site (1/kT): AA 0.20487, BB 0.15755, AB -0.08461
no test failed
```
